# Optimum Anisotropic Masses for a Ballistic Transistor Channel with Tunnelling

## A degenerate channel without tunnelling

Consider a two-dimensional channel with transport mass $m_x$ along the current and transverse mass $m_y$ across it. Electrons cross a barrier whose top lies at energy $U$ above the source band edge, and the source Fermi level is $\mu$. For the moment every electron with longitudinal energy above $U$ passes and every other one is reflected. The drain is biased so strongly that it injects nothing over the barrier.

In the on-state let $\eta=\mu-U_{\rm on}$ be much larger than $k_BT$. The states are then filled up to $\mu$. At longitudinal energy $U_{\rm on}+\varepsilon$ the filled transverse wave numbers span $2\sqrt{2m_y(\eta-\varepsilon)}/\hbar$. With degeneracy $g$ (spin times valleys), the current per width is

$$J=\frac{ge}{4\pi^2\hbar}\int_0^{\eta}\frac{2\sqrt{2m_y(\eta-\varepsilon)}}{\hbar}\,d\varepsilon=\frac{ge\sqrt{2m_y}}{3\pi^2\hbar^2}\,\eta^{3/2}.$$

The transport mass has cancelled, because $v_x\,dk_x=dE_x/\hbar$. The density at the top is half a filled Fermi ellipse, $n=g\sqrt{m_xm_y}\,\eta/(4\pi\hbar^2)$.

In the off-state the barrier is far above $\mu$, so $J_{\rm off}=A\sqrt{m_y}\,e^{(\mu-U_{\rm off})/k_BT}$ with $A$ independent of the masses. Fixing $J_{\rm off}$ gives $U_{\rm off}=\mu+k_BT\ln(A\sqrt{m_y}/J_{\rm off})$. The gate then lowers the barrier by $\alpha W$, where $W=eV$ is the supply energy and $\alpha$ the gate efficiency, while the channel charge raises it by $n/C^*$, where $C^*=C/(\alpha e^2)$ and $C$ is the gate capacitance per area. Neglecting the off-state charge,

$$\eta+\frac{n}{C^*}=\alpha W-k_BT\ln\frac{A\sqrt{m_y}}{J_{\rm off}}.$$

Let a prime denote $d/d\ln\sqrt{m_y}$ at fixed $m_x$. Since $n\propto\sqrt{m_y}\,\eta$, we have $n'=n(1+\eta'/\eta)$. With $r=n/(C^*\eta)$, differentiation gives

$$\eta'(1+r)=-k_BT-r\eta .$$

The current is stationary when $(\ln J)'=1+\tfrac32\eta'/\eta=0$, that is $\eta'=-\tfrac23\eta$. Substitution gives $\tfrac23\eta(1+r)=k_BT+r\eta$, hence

$$r=\frac{C_q}{C^*}=2-\frac{3k_BT}{\eta},\qquad C_q=-\frac{\partial n}{\partial U}=\frac n\eta .$$

This is a maximum. Inserting $\eta'$ shows that $(\ln J)'$ has the sign of $\eta-\tfrac32k_BT-\tfrac12 n/C^*$. As $m_y$ grows, $\eta$ falls; $n$ rises as long as $\eta>k_BT$, because then $\eta'/\eta>-1$. The expression therefore decreases steadily. A light transverse mass offers too few transverse channels; a heavy one spends the gate voltage on charge. Maximising the degenerate expression numerically gave $\eta=0.1432$ eV and $C_q/C^*=1.4585$; the rule gives $2-3(0.02585)/0.1432=1.458$. This checks the algebra, not the degenerate approximation itself. The next Sommerfeld term of the current, a factor $1+\tfrac{\pi^2}{8}(k_BT/\eta)^2$, adds $\pi^2(k_BT/\eta)^2$ to the right-hand side of the rule to leading order. That is about 0.32 at this $\eta$ and falls below 0.1 only when $\eta$ exceeds about $10\,k_BT$.

This case says nothing in favour of a heavier $m_x$, which merely adds charge. The missing penalty on light $m_x$ is tunnelling.

## Currents and charge from the same states

Assume parabolic bands with principal axes along and across the current, no scattering, no band-to-band tunnelling, and a potential that depends on $x$ alone. Then $k_y$ is conserved and the energy separates. Let $E$ be the longitudinal energy, measured from the source band edge, and $\mu_S=\mu$, $\mu_D=\mu-W$. The transverse integral is

$$w_c(E)=\frac1{2\pi}\int dk_y\, f\!\left(E+\frac{\hbar^2k_y^2}{2m_y}-\mu_c\right),\qquad c=S,D,$$

where $f(z)=1/(1+e^{z/k_BT})$. Substituting $k_y=\sqrt{m_y}\,q$ shows $w_c\propto\sqrt{m_y}$. The current and the barrier-top density are

$$J=\frac{ge}{h}\int dE\,T(E)\,[w_S-w_D],\qquad n=\frac g{2\pi}\int dE\,[A_Sw_S+A_Dw_D].$$

Here $T$ is the transmission and $A_c=|\psi_c(0)|^2/(\hbar v_c)$ is the density at the top for a wave of unit amplitude arriving from contact $c$ with velocity $v_c$. Drain-injected states below the source edge carry no current but are kept in $n$. At fixed $U$, both $J$ and $n$ are $\sqrt{m_y}$ times functions of $m_x$ and $U$.

For the electrostatics take $U''(x)=[U(x)-U_g]/\lambda^2$, with $U(-L/2)=0$, $U(L/2)=-W$ and uniform $U_g$. The part of the solution even in $x$ is $U_g+B\cosh(x/\lambda)$, and the odd part vanishes at $x=0$. Averaging the two boundary conditions gives $B\cosh(L/2\lambda)=-W/2-U_g$, so

$$U(0)=U_g\left(1-\operatorname{sech}\frac L{2\lambda}\right)-\frac W2\operatorname{sech}\frac L{2\lambda}.$$

Thus $\alpha=1-\operatorname{sech}(L/2\lambda)$. The gate changes $U_g$ by $-W$ between the two states, and the charge changes it by $e^2(n_{\rm on}-n_{\rm off})/C$. The drain term is the same in both states and cancels:

$$U_{\rm on}=U_{\rm off}-\alpha W+\frac{n_{\rm on}-n_{\rm off}}{C^*}.$$

For the scattering problem I use a fixed shape suggested by this solution,

$$\phi(x)=\frac{\cosh(L/2\lambda)-\cosh(x/\lambda)}{\cosh(L/2\lambda)-1},$$

with $U(x)=U\phi$ on the source half and $-W+(U+W)\phi$ on the drain half. This is an approximation: under drain bias the maximum of the electrostatic solution moves towards the source, whereas here it stays at mid-gate. The charge is also represented by its mid-gate value. The calculation is therefore consistent in its use of scattering states, but it is not a full Poisson solution.

## How any change reaches the on-current

Let $p$ be a parameter that alters the functions $J(U)$ and $n(U)$. Define

$$a=\frac{\partial\ln J}{\partial p},\quad b=\frac{\partial\ln n}{\partial p},\quad k=-\frac{\partial\ln J}{\partial U},\quad \nu=-\frac{\partial\ln n}{\partial U},$$

the first two at fixed $U$. The off-current does not change, so $0=a_{\rm off}-k_{\rm off}\,dU_{\rm off}/dp$. Therefore

$$\frac{dU_{\rm off}}{dp}=\frac{a_{\rm off}}{k_{\rm off}},\qquad \delta n_{\rm off}\equiv\frac{dn_{\rm off}}{dp}=n_{\rm off}\left(b_{\rm off}-\nu_{\rm off}\frac{a_{\rm off}}{k_{\rm off}}\right).$$

Write $D=dU_{\rm on}/dp$. Differentiating the on-state condition gives

$$D=\frac{a_{\rm off}}{k_{\rm off}}+\frac{n_{\rm on}(b_{\rm on}-\nu_{\rm on}D)-\delta n_{\rm off}}{C^*}.$$

Collecting the terms in $D$,

$$D=\frac{a_{\rm off}/k_{\rm off}+(n_{\rm on}b_{\rm on}-\delta n_{\rm off})/C^*}{1+n_{\rm on}\nu_{\rm on}/C^*},\qquad \frac{d\ln J_{\rm on}}{dp}=a_{\rm on}-k_{\rm on}D .$$

The denominator contains $C_q=n_{\rm on}\nu_{\rm on}$: channel charge opposes any displacement of the barrier.

For $p=\ln m_y$, $a=b=\tfrac12$ in both states. Setting the derivative to zero and multiplying by $2(1+C_q/C^*)$ gives the condition for the transverse mass,

$$1+\frac{C_q}{C^*}=k_{\rm on}\left[\frac1{k_{\rm off}}+\frac{n_{\rm on}-n_{\rm off}(1-\nu_{\rm off}/k_{\rm off})}{C^*}\right].$$

For $p=\ln m_x$ the condition is $a_{\rm on}=k_{\rm on}D$, with $a$ and $b$ found numerically. Both conditions are necessary at an interior optimum; they do not by themselves establish a global maximum.

Two thermionic limits show what they contain. If both states obey Boltzmann statistics, then $k=\nu=1/k_BT$ everywhere. The off-charge term vanishes, and both sides equal $1+n_{\rm on}/(C^*k_BT)$. The transverse mass then has no effect: it shifts the threshold and nothing else.

For $p=\ln m_x$ in the thermionic model at any degeneracy, $a=0$ and $b=\tfrac12$, so

$$\frac{d\ln J_{\rm on}}{d\ln m_x}=-\frac{k_{\rm on}(n_{\rm on}-n_{\rm off})}{2C^*(1+C_q/C^*)}<0 .$$

Without tunnelling there is no optimum transport mass, as long as a barrier remains above the source edge.

## Computing the scattering states

Divide the gate length into $2M$ intervals of length $a_0=L/2M$ and set $t=\hbar^2/(2m_xa_0^2)$. Replacing the second derivative by a central difference gives

$$(E-2t-U_j)\psi_j+t\psi_{j-1}+t\psi_{j+1}=0 .$$

Consider first a wave that leaves through the source, and define $\Sigma_j$ by $t\psi_{j-1}=-\Sigma_j\psi_j$. Then $(E-2t-U_j-\Sigma_j)\psi_j=-t\psi_{j+1}$, and multiplication by $t$ gives the recursion

$$\Sigma_{j+1}=\frac{t^2}{E-2t-U_j-\Sigma_j}.$$

In a uniform contact $\Sigma$ does not change from site to site, so $\Sigma^2-(\kappa-2t)\Sigma+t^2=0$, where $\kappa$ is the energy above that contact's band edge. The outgoing root is $\Sigma=\tfrac12[\kappa-2t-i\sqrt{\kappa(4t-\kappa)}]$. The same recursion runs inward from the drain. At the top the two meet in

$$G=\frac1{E-2t-U-\Sigma_S-\Sigma_D},\qquad \Gamma_c=-2\,{\rm Im}\,\Sigma_c .$$

Now let a wave of unit amplitude arrive from the source. On the drain side it is outgoing, so $t\psi_1=-\Sigma_D\psi_0$. On the source side there is an extra term, $t\psi_{-1}=-\Sigma_S\psi_0-S$. The equation at site 0 then gives $\psi_0=GS$.

To find $|S|$, compare $\psi$ with a purely source-outgoing solution $\chi$ of amplitude $c$ in the contact. The quantity $t(\psi_j\chi_{j+1}-\psi_{j+1}\chi_j)$ is the same on every bond of the source arm. Next to the top it equals $-S\chi_0$; in the contact it equals $-2itc\sin k a_0$. Conservation of the current carried by $\chi$ gives $\Gamma_S|\chi_0|^2=2t|c|^2\sin ka_0$. Hence

$$|S|^2=\frac{4t^2|c|^2\sin^2ka_0}{|\chi_0|^2}=2t\,\Gamma_S\sin ka_0 .$$

The incident particle current is $(2t/\hbar)\sin ka_0$ and the transmitted one is $\Gamma_D|\psi_0|^2/\hbar$. Their ratio, and the velocity relation $\hbar v_S=2ta_0\sin ka_0$, yield

$$T=\Gamma_S\Gamma_D|G|^2,\qquad A_S=\frac{\Gamma_S|G|^2}{a_0},\qquad A_D=\frac{\Gamma_D|G|^2}{a_0},$$

the last by exchanging the contacts.

The search is nested. For each $m_x$, $\ln J$ and $\ln n$ at $m_y=1$ are tabulated against $U$. One table serves every $m_y$, since only the factor $\sqrt{m_y}$ changes. Two scalar root searches give $U_{\rm off}$ and $U_{\rm on}$; an inner search optimises $m_y$ and an outer one $m_x$. Writing $E=q^2$ above the source edge removes the square-root threshold from the energy integral.

## Error analysis

The central difference has a local error of order $a_0^2$. In a test at one tunnelling energy, direct integration of the Schrödinger equation gave $T=8.79987\times10^{-5}$ and the lattice with $M=40$ gave $8.80297\times10^{-5}$, a relative error of $3.5\times10^{-4}$. Halving the spacing reduced the error by 3.82, close to the factor 4 of a second-order method.

The sensitivity formula also propagates numerical errors, since $p$ may label a perturbation of the computed functions. Let $\epsilon_{\rm on}$, $\epsilon_{\rm off}$ and $\epsilon_n$ be small relative errors in on-current, off-current and on-density at fixed $U$. Neglecting the off-charge,

$$\delta\ln J_{\rm on}\simeq\epsilon_{\rm on}-\frac{k_{\rm on}}{1+C_q/C^*}\left(\frac{\epsilon_{\rm off}}{k_{\rm off}}+\frac{n_{\rm on}}{C^*}\epsilon_n\right).$$

An error in the masses themselves enters only at second order near the optimum, where the gradient vanishes.

## Worked example

Electronvolts, nanometres and electron masses suit a transistor better than atomic units. The round model parameters are $T=300$ K, $W=0.5$ eV, $J_{\rm off}=0.1$ µA/µm, $\mu=0.25$ eV, $C=0.08$ F/m², $\lambda=1.2$ nm and $g=2$. Holding $\mu$ fixed means that the source doping changes with the masses. These values are aggressive: $C$ corresponds to an equivalent oxide thickness of 0.43 nm, and the off-state field at the drain edge is 9 to 10 MV/cm. Channel valence states overlap drain conduction states unless the gap exceeds $U_{\rm off}+W\approx1.0$ eV, so the neglect of band-to-band tunnelling is safe only for such gaps. Electrons reach up to about 1 eV above the drain band edge, where real bands are seldom parabolic. The optima are:

| $L$ (nm) | $m_x$ | $m_y$ | $J_{\rm on}$ (µA/µm) |
|---|---|---|---|
| 6 | 0.41 | 1.9 | 1420 |
| 8 | 0.21 | 2.4 | 2380 |
| 10 | 0.14 | 2.9 | 3150 |

The maximum in $m_y$ is very flat: halving or doubling $m_y$ at the optimum $m_x$ lowers $J_{\rm on}$ by only about 1% at each length. The product $m_xL^2$ is 14.6, 13.6 and 13.5 nm², with the last digit uncertain by one. A semiclassical tunnelling exponent scales as $L\sqrt{m_x}$ for a fixed barrier shape, which suggests this near constancy. It is not a law here. The shape and $\alpha$ change with $L$, and even if both were held fixed, the density at a given barrier height and constant $m_xL^2$ would still scale as $\sqrt{m_x}\propto1/L$.

At 8 nm, $C^*=0.4993/0.9287=0.5376$ eV$^{-1}$ nm$^{-2}$ and $n_{\rm on}/C^*=0.07489/0.5376=0.1393$ eV. The barrier balance, with the negligible off-charge dropped, is

$$0.5139-0.9287(0.5)+0.1393=0.1889\ {\rm eV},$$

against the computed $U_{\rm on}=0.1888$ eV. In the transverse-mass condition the left side is $1+1.9808=2.981$ and the right side is

$$17.657\left(\frac1{33.825}+0.1393\right)=2.982 .$$

The degenerate rule is not usable at this point. Here $\eta=0.25-0.1888=0.0612$ eV, only $2.4\,k_BT$, and the rule would give $C_q/C^*=0.73$ instead of 1.98.

In the off-state, 81% of the current flows below the barrier top. The subthreshold swing, $\ln10\,(1+n_{\rm off}\nu_{\rm off}/C^*)/(\alpha k_{\rm off})$ expressed as a voltage, is 73 mV per decade. Making $m_x$ 30% lighter lowers the on-current to 2070 µA/µm even after $m_y$ is optimised again; making it 50% heavier lowers it to 2100 µA/µm.

The best $m_y$ does not vary monotonically: it is 1.5, 2.4, 1.7 and 0.6 at $m_x=0.15$, 0.21, 0.32 and 0.64. The calculation does not isolate the cause.

The best isotropic mass, 0.24, gives 2070 µA/µm, so anisotropy gains 15% at equal $\mu$; the gain stays at 14 to 15% for $\mu$ between 0.18 and 0.35 eV. Equal $\mu$ means unequal doping: the source density is $7.5\times10^{13}$ cm$^{-2}$ for the anisotropic optimum and $2.5\times10^{13}$ cm$^{-2}$ for the isotropic one. Orientation matters more: turning the optimum channel by 90 degrees leaves 880 µA/µm.

A thermionic design at the optimum masses predicts 2410 µA/µm, within 1.4% of the full result, yet its barrier really leaks 0.32 µA/µm instead of 0.1. The agreement comes from compensation. The coefficient of $\epsilon_{\rm off}$ above is $17.657/(33.825\times2.981)=0.175$. Correcting a leakage factor of 3.2 therefore costs about $0.175\ln3.2=0.20$ in $\ln J_{\rm on}$. At equal off-barrier the full model must deliver roughly 20% more on-current than the thermionic one. At half the transport mass, with $m_y$ unchanged, the thermionic prediction rises to 3280 µA/µm while the true leakage is 2.0 µA/µm, twenty times the allowed value.

The coefficient of $\epsilon_n$ is $17.657\times0.1393/2.981=0.83$, almost five times that of $\epsilon_{\rm off}$. For equal relative errors, the barrier-top density therefore matters more than the off-current. The off-current can, however, have much the larger relative error, as the neglect of tunnelling has just shown. Halving the lattice spacing at the optimum masses changes $J_{\rm on}$ by 0.04%.

A scan at 8 nm over $m_x$ from 0.056 to 1 and $m_y$ from 0.02 to 8 found no better point; its best value was 2372.5 µA/µm. This supports a global maximum in that range without proving one. At 6 and 10 nm the tests cover an interior point with vanishing gradient, but no such scan was made.

The numerical precision is much finer than the model. Replacing the fixed shape $\phi$ by the exact solution of the electrostatic equation, with the density still taken at mid-gate, leaves $m_x$ near 0.21 to 0.22 at 8 nm but moves $m_y$ to about 3.7, $J_{\rm on}$ to about 2630 µA/µm and the gain over the best isotropic mass to 20%. With the source doping fixed at the isotropic value instead of $\mu$, the search runs to masses where the on-state barrier falls below the source edge, outside the model. Scattering and nonparabolic bands could also move the optimum. A real crystal need not offer a transverse mass near 2.4, and because the maximum is flat it loses little with half that value. The numerical output follows this section.

## Computed results

```
temperature 300 K, thermal energy 0.02585 eV
source Fermi level 0.25 eV, supply 0.5 V, off-current 0.1 uA/um
gate capacitance 0.08 F/m^2 = 0.4993 electrons/(V nm^2)
electrostatic length 1.2 nm, spin-valley degeneracy 2
wave-equation test: T = 8.79987e-05, lattice T = 8.80297e-05
  lattice error ratio on halving the spacing 3.82
heavy-mass test, excess over thermionic (current, density):
  mx=0.75: 0.238, 0.546;  mx=3: 0.049, 0.025
degenerate rule: C_q/C* = 1.4585 at eta = 0.1432 eV
dlnJ/dln(mx), dlnJ/dln(my) at mx=my=0.3, L=8 nm:
  formula -0.3172, 0.0879;  direct -0.3172, 0.0879
optimum: L(nm) efficiency mx my J_on(uA/um) U_off(eV) U_on(eV)
  6 0.8369 0.4068 1.8616 1419.6 0.5206 0.2110
  8 0.9287 0.2122 2.4215 2378.7 0.5139 0.1888
  10 0.9690 0.1354 2.8944 3153.5 0.5033 0.1752
details at L = 8 nm:
  dlnJ/dln(mx) -1.5e-06, dlnJ/dln(my) 5.8e-10
  density on 0.07489 nm^-2, off 5.268e-05 nm^-2
  k_on 17.657 1/eV, k_off 33.825 1/eV, 1/kT 38.682 1/eV
  C_q/C* in the on-state 1.9808
  subthreshold swing 73.4 mV/decade
  off-current carried below the barrier top 80.8 %
  on-current, lattice spacing halved 2377.7 uA/um
  best on-current in the coarse mass scan 2372.5 uA/um
  best isotropic mass 0.2403, on-current 2071.1 uA/um
  channel rotated by 90 degrees, on-current 878.5 uA/um
  other transport masses: mx, best my, on-current (uA/um)
    0.1486 1.4946 2068.9
    0.3183 1.7213 2104.3
    0.6367 0.6226 1591.6
  thermionic-only: mx, on-current (uA/um), true off-current (uA/um)
    0.1061 3283.8 1.957
    0.2122 2410.7 0.320
    0.4244 1745.1 0.156
```
